# The multistate CASPT2 effective Hamiltonian and the XMS rotation, part 2

**Problem (e).** What is the limit of the MS-CASPT2 energies as the CAS intersection is approached from direction $\theta$? Parts (f)–(h) treat the XMS rotation.

**Conventions.** Hartree atomic units ($E_h$), real singlets, no shifts; $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$. References $|\alpha\rangle$, $\alpha=1,\dots,N$, are CAS eigenvectors of $H$ with energies $E_\alpha$. $P$ projects on their span, $P'$ on the remaining CAS space; $Q=1-P-P'$, $P_\perp=1-P$. The Fock operator $F=\sum_{pq}f_{pq}E_{pq}$, $f_{pq}=h_{pq}+\sum_{rs}D_{rs}[(pq|rs)-\tfrac12(pr|qs)]$, is $F^\alpha$ for $D^\alpha_{rs}=\langle\alpha|E_{rs}|\alpha\rangle$ and $\bar F$ for the average $\bar D$. $X_\alpha$ projects on the span of all $QE_{pq}E_{rs}|\alpha\rangle$ (SS contraction), $X$ on their span for all $\alpha$ together (MR); $QH|\alpha\rangle=X_\alpha H|\alpha\rangle$.

**Earlier results.** With $\chi=\chi^{(1)}$ the first-order wave operator and $[H_0,P]=0$,

$$P_\perp H_0\,\chi^{(1)}-\chi^{(1)}\,PH_0P=-QHP,\qquad H_B\simeq PHP+W,\qquad W=PH\chi^{(1)}.\tag{2}$$

MS-CASPT2 uses a separate $H_0^\alpha$ per column:

$$X_\alpha(F^\alpha-F^\alpha_{\alpha\alpha})|\alpha^{(1)}\rangle=-X_\alpha H|\alpha\rangle,\qquad W_{\beta\alpha}=\langle\beta|H|\alpha^{(1)}\rangle.\tag{3}$$

One common $H_0$ gives the symmetric form, which MS adopts by analogy:

$$H_C\simeq PHP+\tfrac12(W+W^T).\tag{4}$$

Part (d) rotated degenerate references by $\varphi$ (nine angles, $0$ to $\pi/2$): MS energies change. With $\bar F$, $X$ and only the diagonal of $P\bar FP$, the levels shift oppositely.

**Model.** $N=2$; four electrons; fixed orbitals $i$ inactive, $a,b$ active, $v,w$ virtual, parities $+,+,-,+,-$. $h_{ii}=-2.8$, $h_{aa}=-1.8-x/2$, $h_{bb}=-1.2+x/2$, $h_{vv}=-0.8$, $h_{ww}=-0.2$, $h_{ia}=-0.1$, $h_{iv}=-0.3$, $h_{av}=h_{bw}=-0.2$, $h_{ab}=y$. $(pq|rs)=\sum_{L=1}^3B^L_{pq}B^L_{rs}$:

- $B^1$: diagonal $(0.8,0.7,0.6,0.6,0.5)$; $ia=iv=av=bw=0.1$.
- $B^2$: diagonal $(0.2,0.5,-0.4,0.1,-0.1)$; $ia=av=bw=0.1$, $iv=0.2$.
- $B^3$: $ab=0.25$, $iw=0.2$, $ib=aw=bv=vw=0.1$.

Other elements vanish. At $y=0$ the odd reference $|ab\rangle$ has energy $-5.5475$; the even states have $-5.20\mp\sqrt{d^2+K^2}$, $d=x-0.02$, $K=0.0625$. The lower, $c_a|a^2\rangle+c_b|b^2\rangle$, meets $|ab\rangle$ at $x_c=0.361833$, where $(c_a,c_b)=(-0.995915,\,0.090297)$. With $c=c_a^2-c_b^2=d/\sqrt{d^2+K^2}$, $\kappa=0.12625$,

$$\bar F_{\rm even}-\bar F_{\rm odd}=c\,\bar f_{aa}-c\,\bar f_{bb}=-c\,(d-\kappa c).\tag{1}$$

**Solution.** Put $(x,y)=(x_c+r\cos\theta,\,r\sin\theta)$, so $H=H_c+r(\cos\theta\,H_x+\sin\theta\,H_y)$ to first order (exactly, in the model). By degenerate perturbation theory the references tend, as $r\to0$, to the eigenvectors of $P_c(\cos\theta H_x+\sin\theta H_y)P_c$, with $P_c$ the projector at the intersection. These depend on $\theta$ and not on $r$. All other quantities in (3) are continuous, so the limit is the MS result at the intersection evaluated with references rotated by an angle $\varphi(\theta)$. By part (d) this depends on $\varphi$, so the surfaces have no unique value at the CAS intersection: they are discontinuous there. A jump across an arc of length $\sim r$ makes the gradient grow as $1/r$.

In the model $H_x=\tfrac12(E_{bb}-E_{aa})$ is diagonal in the parity basis, with expectation value $c_b^2-c_a^2=-0.98369$ in the even state and $0$ in the odd one. $H_y=E_{ab}+E_{ba}$ is purely off-diagonal. Since $E_{ab}|ab\rangle=\sqrt2|a^2\rangle$ and $E_{ba}|ab\rangle=\sqrt2|b^2\rangle$, its element has magnitude $\sqrt2\,|c_a+c_b|=\sqrt2\times0.905618=1.28074$. A symmetric $2\times2$ matrix is diagonalized by $\tan2\varphi=2|M_{12}|/|M_{11}-M_{22}|$, so $\tan2\varphi=(2\times1.28074/0.98369)\tan\theta$. For $\theta=30^\circ$ this is $1.5034$, giving $\varphi=28.18^\circ$. The MS energies at $r=10^{-7}$ are:

| $\theta$ | $\varphi$ | $E_1/E_h$ | $E_2/E_h$ |
|---|---|---|---|
| $0^\circ$ | $0^\circ$ | $-5.59407$ | $-5.58664$ |
| $30^\circ$ | $28.18^\circ$ | $-5.59489$ | $-5.58423$ |
| $60^\circ$ | $38.75^\circ$ | $-5.59498$ | $-5.58354$ |
| $90^\circ$ | $45^\circ$ | $-5.59499$ | $-5.58342$ |

The upper level jumps by $-5.58342+5.58664=3.22\times10^{-3}\,E_h$. The levels move apart as $\varphi\to45^\circ$, in the same sense as in part (d), but not by nearly equal amounts: the sum of the two levels rises by $2.3\times10^{-3}\,E_h$, whereas in part (d) it changes by only $-6.5\times10^{-5}\,E_h$. The mechanism of part (d) therefore does not account for the shifts alone. The difference comes almost entirely from the change of $F^\alpha$ under the rotation: with state Fock operators and the fixed space $X$ the sum still rises by $2.30\times10^{-3}\,E_h$, while with $\bar F$ and the spaces $X_\alpha$ it changes by $-6.0\times10^{-5}\,E_h$.

## (f) Construct a zeroth-order operator that depends on $P$ alone, solve the first-order problem, and state when the energies are invariant.

**Solution.** With equal weights over all $N$ states, $\bar D_{rs}=\tfrac1N\sum_\alpha\langle\alpha|E_{rs}|\alpha\rangle=\tfrac1N\operatorname{tr}(PE_{rs})$, which depends on $P$ only. So does $\bar F$. So does $X$, because $QE_{pq}E_{rs}$ is linear and the span of the images of a basis of $P$ is the image of $P$. Keeping the whole model block,

$$H_0=P\bar FP+P'\bar FP'+X\bar FX+(Q-X)\bar F(Q-X),$$

equation (2) becomes, with $A=X\bar FX$ and $f=P\bar FP$, the Sylvester equation

$$A\chi-\chi f=-XHP.\tag{6}$$

No basis of $P$ appears in (6). In an arbitrary basis its column $\alpha$ is $(A-\bar F_{\alpha\alpha})\chi|\alpha\rangle=-XH|\alpha\rangle+\sum_{\beta\ne\alpha}\chi|\beta\rangle\bar F_{\beta\alpha}$. The last sum is what the diagonal approximation discards. Its coefficients $\bar F_{\beta\alpha}$ need not be small compared with the splitting of the diagonal elements: at $(x_c+0.02,\,0.02)$ the CAS eigenstates have $|\bar F_{12}|=0.0997$ against a diagonal difference $1.9314-1.8005=0.131\,E_h$.

The XMS rotation chooses $|\tilde s\rangle=\sum_\alpha|\alpha\rangle U_{\alpha s}$ with $U^T\bar FU=\operatorname{diag}(e_s)$. The sum then vanishes and the columns decouple:

$$(A-e_s)|\tilde s^{(1)}\rangle=-XH|\tilde s\rangle,\qquad H^{\rm XMS}_{ts}=\sum_\alpha U_{\alpha t}E_\alpha U_{\alpha s}+\tfrac12\left(\langle\tilde t|H|\tilde s^{(1)}\rangle+\langle\tilde t^{(1)}|H|\tilde s\rangle\right).\tag{7}$$

The reference part is no longer diagonal in general. The solution exists and is unique exactly when no $e_s$ is an eigenvalue of $A$, which is the absence of intruder states. At $x_c$ the lowest eigenvalue of $A$ is $-0.95494$, lying $0.79262\,E_h$ above the upper $e_s=-1.74756$. Since one $H_0$ serves all states, (4) is now derived and not assumed.

The invariance depends on the variant.

- MR contraction: $\chi$ is the unique solution of the basis-free equation (6), so $H^{\rm XMS}=PHP+\tfrac12(PH\chi+\chi^THP)$ is an operator fixed by $P$, whether or not the $e_s$ are distinct.
- SS contraction, with $X_{\tilde s}$ in place of $X$ in (7): if the $e_s$ are distinct, the eigenvectors of $P\bar FP$ are fixed by $P$ up to sign. A sign change of $|\tilde s\rangle$ flips $|\tilde s^{(1)}\rangle$ and conjugates the matrix with $\operatorname{diag}(\pm1)$, which leaves the eigenvalues alone.
- RMS-CASPT2, which uses the rotated states with their own Fock operators $F^{\tilde s}$ in (3), is invariant by the same uniqueness argument, again provided the $e_s$ are distinct. The average $\bar F$ is needed to define the rotation, and not necessarily in the resolvent.
- Unequal weights give $\sum_\alpha w_\alpha D^\alpha$, which is not a trace over $P$, and invariance is lost.

For the nine rotations of part (d), XMS-SS, XMS-MR and RMS are constant to rounding error, a few times $10^{-15}\,E_h$, whereas XMS-MR with weights $0.7/0.3$ varies by $1.4\times10^{-3}\,E_h$.

## (g) In what sense is XMS-MR smooth at the CAS intersection, and what becomes of the cone?

**Solution.** Assume that the integrals in the chosen orbitals are analytic in the coordinates. For equal-weight SA-CASSCF this follows from the implicit function theorem: the averaged energy $\operatorname{tr}(PH)/N$ is analytic in coordinates and orbital rotations while the first condition below holds, so its stationary orbitals are analytic wherever the orbital Hessian is nonsingular. In the model the orbitals are fixed.

1. If the $N$ states are separated by a gap from the other CAS states, $P=\frac1{2\pi i}\oint(z-H_{\rm CAS})^{-1}dz$ over a fixed contour around the $N$ energies. The integrand is analytic on the contour regardless of crossings inside it. Hence $P$, $\bar D$, $\bar F$ and $f$ are analytic.
2. $X$ projects on the range of $\Gamma=\sum_{pqrs}QE_{pq}E_{rs}PE_{sr}E_{qp}Q$, an analytic positive semidefinite operator. If its rank is constant, a contour separates its nonzero eigenvalues from zero, and $X$ is analytic by the argument of item 1. A threshold on small eigenvalues that drops a function at some geometry violates this condition.
3. From (7), $\chi=-\sum_s(A-e_s)^{-1}XH|\tilde s\rangle\langle\tilde s|$. Since $(z-f)^{-1}$ on $P$ has residue $|\tilde s\rangle\langle\tilde s|$ at $e_s$,
$$\chi=-\frac1{2\pi i}\oint(A-z)^{-1}XHP\,(z-f)^{-1}dz,$$
with a contour enclosing all $e_s$ and no eigenvalue of $A$. Such a contour exists without intruders, no eigenvector of $f$ enters, and $\chi$ is analytic.

To obtain a matrix, take a fixed basis $R_0$ of $P_c$ (columns) and form $R=PR_0(R_0^TPR_0)^{-1/2}$, which is orthonormal and analytic near the intersection. Then $\mathbf H=R^TH^{\rm XMS}R$ is an analytic matrix, with eigenvalues for $N=2$

$$E_\pm=\tfrac12(H_{11}+H_{22})\pm\tfrac12\sqrt{(H_{11}-H_{22})^2+4H_{12}^2}.$$

These are analytic wherever the root is nonzero. Where it vanishes, $\mathbf H=E_0\mathbf 1+rM(\theta)+O(r^2)$ with $M=\cos\theta\,\partial_x\mathbf H+\sin\theta\,\partial_y\mathbf H$, and the gap is $r\sqrt{(M_{11}-M_{22})^2+4M_{12}^2}+O(r^2)$. The surfaces are continuous there, and they form a double cone if the gradients of $H_{11}-H_{22}$ and $H_{12}$ are linearly independent. Smoothness is a property of the matrix, and its eigenvalues keep the conical singularity where they meet.

At $x_c$, XMS-MR gives $H_{\rm even}=-5.591978$ and $H_{\rm odd}=-5.587762$, a gap of $0.004216\,E_h$ ($0.115$ eV), so the CAS intersection is a regular point. On circles around it, sampled at twelve directions, the largest variation of an eigenvalue is $1.95\times10^{-4}$, $1.95\times10^{-5}$, $1.95\times10^{-6}\,E_h$ for $r=10^{-4},10^{-5},10^{-6}$, proportional to $r$, while for MS it stays at $3.22\times10^{-3}\,E_h$. After subtracting the linear term (central differences, step $10^{-4}$), the largest element of $\mathbf H-\mathbf H(0)-rM$ is $1.37\times10^{-5}$ at $r=2\times10^{-3}$ and $1.37\times10^{-7}$ at $r=2\times10^{-4}$, as for a quadratic remainder. Root finding on $H_{\rm even}-H_{\rm odd}$ along $y=0$ places the nearby XMS-MR intersection at $x=0.357429$, with gap slopes $0.9571$ along $x$ and $2.494$ along $y$. The displacement $0.361833-0.357429=0.004404$ agrees with the linear estimate $0.004216/0.9571=0.004405$.

Invariance does not imply accuracy. Full CI at $x_c$ gives $-5.60998$ and $-5.59660$, a gap of $0.01338\,E_h$. The XMS-MR levels lie $0.0180$ and $0.0088\,E_h$ above these, and the MS gap, which runs from $0.0074$ to $0.0116\,E_h$ in the table of part (e), is closer to the full CI gap than the XMS value at this point of this model.

## (h) Does the same smoothness hold for SS contraction?

**Solution.** Where the $e_s$ are distinct, each $|\tilde s\rangle\langle\tilde s|$ is itself a contour integral of $(z-f)^{-1}$ around one eigenvalue, and the argument of part (g) applies state by state. At $x_c$ the SS results have the same scaling in $r$ as the MR ones. Where two $e_s$ meet, $f=eP+rM_F(\theta)+O(r^2)$. If $M_F(\theta)$ splits the pair, the rotated states tend to its eigenvectors and acquire a direction-dependent limit, as the CAS states did in part (e). MR is immune by item 3 of part (g). SS is affected if its result depends on the basis at degenerate $e$.

To see the dependence, split $X=X_{\tilde s}+Y$ and write the MR solution as $t_s+t_Y$. The source has no $Y$ component, so the $Y$ rows of (7) give $t_Y=-(Y\bar FY-e_s)^{-1}Y\bar F\,t_s$. SS sets $t_Y=0$. The diagonal element then changes at second order in the coupling $Y\bar FX_{\tilde s}$, because $\langle\tilde s|HY=0$ and $t_Y$ acts only by feeding back on $t_s$. The change is upward: $W_{ss}$ is the minimum of the Hylleraas functional $\langle t|\bar F-e_s|t\rangle+2\langle t|H|\tilde s\rangle$ when $A-e_s$ is positive, and SS minimizes over a smaller space. The off-diagonal element loses $\langle\tilde t|H|t_Y\rangle$, first order in the coupling, since $\langle\tilde t|HY\neq0$ for $t\ne s$. Since $Y$ itself changes with $|\tilde s\rangle$, the SS matrix need not transform as $U^TH_{\rm eff}U$ when degenerate references are rotated, and its eigenvalues can then depend on the angle.

In the model $Y$ can be identified by counting. Outside the CAS space, the singlets with occupations (inactive, active, virtual) $=(1,3,0),(0,4,0),(2,1,1),(1,2,1),(0,3,1),(2,0,2),(1,1,2)$ number $2+1+4+8+4+3+8=30$. The class $(0,2,2)$ is reached only by moving the $i$ pair into $v^2$, $w^2$ or singlet $vw$, which leaves the active function untouched and gives three functions per reference. The ranks computed at $x_c$, $33$ for either SS space and $36$ for MR, are $30+3$ and $30+6$. So the seven classes are complete in every case, and $Y$ is the three $(0,2,2)$ functions of the other state. These do not couple through $\bar F$ to the $(0,2,2)$ functions of $|\tilde s\rangle$, because both $\langle\tilde t|\tilde s\rangle$ and $\langle\tilde t|\bar F|\tilde s\rangle$ vanish. They couple only through the off-diagonal blocks of $\bar f$ to other classes. At $x_c$ the even diagonal elements are $-5.5919776$ (SS) and $-5.5919782$ (MR), ordered as the Hylleraas argument requires.

By (1), $P\bar FP$ is degenerate on $y=0$ at $c=0$ (that is $d=0$, $x=0.02$) and where $d=\kappa c$ with $c\neq0$, that is $\sqrt{d^2+K^2}=\kappa$. In the first case $c$ is proportional to $d$ for small $d$, so the difference (1) is only quadratic in $d$ and the linear splitting assumed above is absent along $y=0$. Take the second case, where (1) changes linearly. The positive root is $d=\sqrt{0.12625^2-0.0625^2}=0.109694$, so $x_f=0.129694$. The CAS energies there are $-5.5475$, $-5.20-0.12625=-5.32625$ and $-5.07375$, so the references are far from degenerate and $P$ is gapped. On a circle of radius $10^{-9}$ around $(x_f,0)$ the XMS-MR energies vary by $1.7\times10^{-9}\,E_h$, the size of $r$ times a slope of order one. The XMS-SS energies vary by $3.7\times10^{-5}\,E_h$ (about $1.0\times10^{-3}$ eV). With SS contraction, the XMS rotation therefore moves the discontinuity from the intersection of the CAS energies to degeneracies of $P\bar FP$ such as this one. At $x_f$ the jump is smaller than the MS jump by a factor $3.22\times10^{-3}/3.7\times10^{-5}\approx87$. At the negative root, $d=-0.109694$ or $x=-0.089694$, the XMS-SS jump is $1.1\times10^{-4}\,E_h$ and the factor is about $30$. The small dimension of $Y$ follows from the counting for this model, and these ratios need not carry over to larger active spaces, which were not tested. RMS has no such suppression, because its Fock operators $F^{\tilde s}$ follow the direction-dependent rotated states: around $(x_f,0)$ its energies jump by $2.9\times10^{-3}\,E_h$, close to the MS jump at $x_c$.
